# Free path and maximum impact parameter in binary-collision simulations

A simulation of an ion in a solid can have the right atomic density, the right interatomic potential and accurate scattering angles, and still stop the ion far too quickly. For argon at 1 keV in amorphous silicon, the mean nuclear energy loss per free path should be 83.8 eV. If the impact parameter is drawn uniformly between zero and its maximum, the mean becomes 245 eV. If it is drawn correctly but the maximum is set to half the free path, the mean is 106 eV. Both errors lie in one setting: the free path, the maximum impact parameter and the rule for drawing values below that maximum.

The setting belongs to binary-collision programs. The potential they use may come from an electronic-structure calculation; the setting decides how often each part of that potential is sampled.

## What the setting must reproduce

Let \(n\) be the number of atoms per volume and \(\lambda\) the distance travelled between collisions. The impact parameter \(p\) is the distance of an atom from the ion's incoming straight line. Around a segment of length \(\lambda\), the shell between \(p\) and \(p+dp\) has volume \(2\pi p\,dp\,\lambda\), so it holds on average

\[
dN=n\lambda\,2\pi p\,dp
\]

atoms. This needs a uniform mean density around the path. It does not need the atoms to be independent of one another.

The algorithm replaces these atoms by one collision per path, with probability density \(f(p)\) for \(0<p<p_{\max}\). For every kind of collision to occur at its proper mean rate, \(f(p)=2\pi n\lambda p\). A probability density must integrate to one:

\[
1=\int_0^{p_{\max}}2\pi n\lambda p\,dp=\pi n\lambda p_{\max}^2,
\qquad
p_{\max}=\frac{1}{\sqrt{\pi n\lambda}} .
\]

The cylinder swept in one step therefore has the volume of one atom. With the usual choice \(\lambda=n^{-1/3}\), \(n\lambda=n^{2/3}\) and

\[
p_{\max}=\frac{n^{-1/3}}{\sqrt\pi}=\frac{\lambda}{\sqrt\pi}.
\]

To draw \(p\), insert \(\pi n\lambda=1/p_{\max}^2\) into the density, which gives \(f(p)=2p/p_{\max}^2\), and integrate from zero:

\[
F(p)=\frac{p^2}{p_{\max}^2}.
\]

Setting \(F(p)=R\), with \(R\) uniform on \((0,1)\), gives \(p=p_{\max}\sqrt R\).

The two errors can now be read off. The rule \(p=p_{\max}R\) has density \(1/p_{\max}\), which is \(p_{\max}/(2p)\) times the correct one. This factor is above one for \(p<p_{\max}/2\), so close collisions, which transfer the most energy, are drawn too often. The choice \(p_{\max}=\lambda/2\) compresses one collision into too small a cylinder. Its density is \(2p/(\lambda/2)^2=8p/\lambda^2\) instead of \(2\pi p/\lambda^2\), too large by \(4/\pi=1.273\). That factor alone would turn 83.8 eV into 106.7 eV; the missing outer ring lowers this to 106.3 eV.

## From impact parameter to energy loss

The collision is taken as classical and elastic, with a free target atom initially at rest. Let the ion have mass \(M_1\), speed \(v\) and energy \(E=M_1v^2/2\), and the target mass \(M_2\). The centre of mass moves at \(v_c=M_1v/(M_1+M_2)\), so in its frame the target also has speed \(v_c\). The collision turns that velocity through an angle \(\theta\) without changing its size. The change of velocity has magnitude \(2v_c\sin(\theta/2)\), and this is the target's final laboratory speed. The transferred energy is

\[
T=\frac{M_2}{2}\,4v_c^2\sin^2\frac\theta2
=\gamma E\sin^2\frac\theta2,
\qquad
\gamma=\frac{4M_1M_2}{(M_1+M_2)^2}.
\]

The ion's speed in the centre-of-mass frame is \(M_2v/(M_1+M_2)\). Adding \(v_c\) to its forward component gives the laboratory deflection \(\psi\):

\[
\tan\psi=\frac{\sin\theta}{\cos\theta+M_1/M_2},
\]

with the quadrant fixed by the signs of numerator and denominator.

The angle follows from relative motion with reduced mass \(\mu=M_1M_2/(M_1+M_2)\) and energy \(E_c=\mu v^2/2=EM_2/(M_1+M_2)\). Let \(\alpha\) be the polar angle of the separation vector. Conservation of angular momentum gives \(r^2\dot\alpha=vp\). Energy conservation then gives

\[
\dot r^2=v^2g(r),\qquad
g(r)=1-\frac{V(r)}{E_c}-\frac{p^2}{r^2}.
\]

Dividing, \(|d\alpha/dr|=p/(r^2\sqrt g)\). The closest distance \(r_0\) is the outermost root of \(g\). The approach and the departure sweep equal angles, and an undeflected path sweeps \(\pi\) in all, so

\[
\theta=\pi-2p\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{g(r)}} .
\]

The integrand diverges at \(r_0\), although the integral is finite. Put \(r=r_0/\sin\varphi\), for which \(dr/r^2=-\cos\varphi\,d\varphi/r_0\), and write \(q=p/r_0\). The root condition is \(1=V(r_0)/E_c+q^2\). Substituting it for the 1 in \(g\),

\[
g=\frac{V(r_0)-V(r_0/\sin\varphi)}{E_c}+q^2(1-\sin^2\varphi)
=\cos^2\varphi\,(h+q^2),
\]
\[
h=\frac{V(r_0)-V(r_0/\sin\varphi)}{E_c\cos^2\varphi}.
\]

The factor \(\cos\varphi\) cancels. Since \(\pi=2\int_0^{\pi/2}d\varphi\),

\[
\theta=2\int_0^{\pi/2}\left[1-\frac{q}{\sqrt{q^2+h}}\right]d\varphi .
\]

Near \(\varphi=\pi/2\), expansion of \(V\) gives \(h\to-r_0V'(r_0)/(2E_c)\), which is finite. For \(V=0\), \(h=0\) and there is no deflection. For a head-on collision, \(q=0\) and \(\theta=\pi\).

## What the mean loss equals

Averaging the transfer over the sampled impact parameters gives

\[
\langle T\rangle=\int_0^{p_{\max}}T(E,p)\frac{2p}{p_{\max}^2}\,dp
=\frac{1}{\pi p_{\max}^2}\int_0^{p_{\max}}T(E,p)\,2\pi p\,dp .
\]

The prefactor is \(n\lambda\). Hence

\[
\langle T\rangle=n\lambda S(E;p_{\max}),\qquad
S(E;P)=\int_0^P T(E,p)\,2\pi p\,dp .
\]

This is the truncated nuclear stopping cross-section. The full one, \(S(E;\infty)\), also contains the collisions beyond \(p_{\max}\), which the algorithm leaves out. The identity holds for one path at a fixed incident energy. Over many paths the ions acquire a spread of energies, and the mean loss is then an average of \(S\) over that spread, which need not equal \(S\) at the mean energy.

A bare Coulomb potential \(V=C/r\) shows why the potential must be screened if the full integral is to exist. With \(u=1/r\) and \(b=C/E_c\),

\[
1-bu-p^2u^2=1+\frac{b^2}{4p^2}-\left(pu+\frac{b}{2p}\right)^2 .
\]

The scattering integral becomes an arcsine, equal to \(\pi/2\) at closest approach and \(\arctan(b/2p)\) at infinity. Therefore \(\theta=2\arctan(b/2p)\), and \(T=\gamma E\,b^2/(b^2+4p^2)\). Substituting \(w=p^2\),

\[
S_{\rm C}(E;P)=\pi\gamma E b^2\int_0^{P^2}\frac{dw}{b^2+4w}
=\frac{\pi\gamma E b^2}{4}\ln\left(1+\frac{4P^2}{b^2}\right),
\]

which grows without limit as \(P\to\infty\).

## Argon at 1 keV in amorphous silicon

The example uses \(n=50\) nm\(^{-3}\), a rough density for amorphous silicon, and the universal Ziegler–Biersack–Littmark (ZBL) potential

\[
V(r)=\frac Cr\,\Phi(r/a),\quad
C=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0},\quad
a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},
\]
\[
\begin{aligned}
\Phi(x)={}&0.1818e^{-3.2x}+0.5099e^{-0.9423x}\\
&+0.2802e^{-0.4029x}+0.02817e^{-0.2016x}.
\end{aligned}
\]

Here \(a_0\) is the Bohr radius, \(C=362.87\) eV nm and \(a=0.0124\) nm. The free path is \(50^{-1/3}=0.2714\) nm, so \(p_{\max}=0.2714/\sqrt\pi=0.1531\) nm. The largest possible transfer is \(\gamma E=969.6\) eV.

For a draw \(R=0.10\), \(p=0.1531\sqrt{0.10}=0.0484\) nm. The scattering integral gives \(\theta=64.32^\circ\), and

\[
T=969.6\sin^2(32.16^\circ)=274.7\ \text{eV}.
\]

The ion turns through \(\psi=25.90^\circ\) in the laboratory. Direct integration of Newton's equations for both atoms gives the same transfer. A draw \(R=0.50\) gives 10.8 eV: half of all collisions transfer less than this, while a few close ones carry most of the loss.

The stopping integral up to \(p_{\max}\) is 6.172 eV nm², both from the scattering integral and from a separate integration over Newtonian trajectories. With \(n\lambda=50\times0.2714=13.57\) nm\(^{-2}\),

\[
\langle T\rangle=13.57\times6.172=83.8\ \text{eV},
\]

or 309 eV/nm. Sampling 200,000 collisions gives \(83.72\pm0.38\) eV, where the uncertainty is one standard error.

The unscreened formula, with \(b=362.87/412.81=0.879\) nm, would give 67.4 eV nm² up to the same \(p_{\max}\), about eleven times the screened value. Screening thus governs the collisions inside the cylinder as well as the convergence outside it.

## How much the cutoff removes

The full stopping is 6.190 eV nm² (\(6.19\times10^{-14}\) eV cm²). The cutoff removes 0.29 % of it, or 0.25 eV per path. This is less than the standard error of the 200,000 draws, so that sample cannot distinguish truncated from full stopping. Integrating the tail separately can: it gives 0.2468 eV, and explicit random atoms outside the cylinder give 0.2465 eV.

The tail's energy dependence follows from a weak-deflection estimate. On a nearly straight path at fixed \(p\), the sideways momentum given to the target is the force integrated over time. Since \(dt=dx/v\), it varies as \(1/v\), and the transferred energy, proportional to its square, varies as \(1/E\). The computed fractions are:

| \(E\) (eV) | Mean loss per path (eV) | Tail, % of full stopping |
|---:|---:|---:|
| 100 | 28.6 | 4.86 |
| 1,000 | 83.8 | 0.294 |
| 10,000 | 150.3 | 0.018 |
| 100,000 | 129.6 | 0.002 |

From 10 keV to 1 keV the tail grows from about 0.026 to 0.25 eV per path, close to the predicted factor of ten. From 1 keV to 100 eV it grows to about 1.5 eV, a factor of six; the deflections are then less weak and the estimate is less accurate. In both of these steps the relative error rises faster than the tail itself, because the mean loss falls as well.

A small energy tail still leaves some deflection out. For small angles \(T\simeq\gamma E\theta^2/4\), so the omitted mean-square angle per path is \(4\times0.2468/969.6=1.02\times10^{-3}\) rad². In the laboratory, \(\psi\simeq\theta/(1+M_1/M_2)=\theta/2.42\). If the distant deflections are independent in direction, their root-mean-square sum is about \(0.8^\circ\) per path. The sampled collisions usually deflect the ion more than this: the draw \(R=0.50\) gives \(5.0^\circ\). The omitted part could still matter where directions must be resolved to about a degree.

## The mean does not fix the fluctuations

With one collision per path, the variance of the loss is \(\langle T^2\rangle-\langle T\rangle^2\). If the atoms are placed independently, their number \(N\) in the cylinder follows a Poisson distribution with mean and variance one. The spread within collisions and the spread in their number then add:

\[
\operatorname{Var}\left(\sum_{i=1}^{N}T_i\right)
=\langle N\rangle\operatorname{Var}(T)+\operatorname{Var}(N)\langle T\rangle^2
=\langle T^2\rangle .
\]

The standard deviations are 171 eV for one collision and 191 eV for independent atoms. The algorithm's spread is thus 10 % below that of the independent-atom model, at the same mean.

Randomly placed and oriented lines through a simple cubic lattice give a mean of \(83.83\pm0.54\) eV and a spread of 172 eV. This supports the claim that the mean needs uniform average density and not independence. The explicit independent atoms gave \(82.80\pm0.42\) eV, which is 2.3 standard errors below the integral. It was accepted under a limit of 4.5 standard errors, but it is a weaker confirmation than the other two. Neither arrangement is amorphous silicon, whose short-range order lies outside both models. Nor do they include the correlation between an ion's position and the neighbours of the atom it has just struck.

## Choosing the setting

**Keep the two lengths tied together.** If \(\lambda\) is changed, use \(p_{\max}=1/\sqrt{\pi n\lambda}\). Changing one length alone gives the collisions at each impact parameter the wrong rate per distance travelled.

**Lengthen the path only after sizing the lost collisions.** At 1 keV, 55.2 % of paths have transfers below 15 eV, and they supply 3.0 % of the sampled loss. Removing them leaves a fraction 0.448 of the cylinder's cross-section, which corresponds to a path longer by \(1/0.448=2.2\). The price in energy is 3.0 % of the sampled stopping, besides the tail already missing. There is also a price in angle: the removed collisions turn the ion by up to \(5.9^\circ\) each, and together with the tail they amount to about \(3.8^\circ\) root-mean-square per lengthened path, some 3 % of the mean-square deflection. The mean loss per step would also rise to about 180 eV, nearly a fifth of the ion's energy. These figures hold for this ion, target and energy.

**Recheck the cutoff at low energy.** At 100 eV the standard choice already omits 4.9 % of the full stopping. A shorter path enlarges \(p_{\max}\) and recovers part of it. It does not repair the binary-collision picture where several atoms act on the ion at once.

**Check an implementation at fixed energy.** The values of \(p^2/p_{\max}^2\) should be uniform, and the mean transfer should agree with \(n\lambda S(E;p_{\max})\) within its standard error. Letting the ion slow down mixes in another effect: here the truncated stopping falls by 3.2 % when the energy drops by one mean loss, and by about 4 % when averaged over the spread of energies left by one collision.

## Beside a real argon process

Ion-beam etching and sputter cleaning use argon at roughly a hundred eV to a few keV, so 1 keV is a reasonable case, though not a low-energy one. For these numbers the cutoff is a minor error in the energy loss. Replacing the ZBL potential by the Kr-C potential with the Firsov screening length raises the full nuclear stopping by 9.9 %; this measures sensitivity to the potential, not the error of either one, and it is no bound, since the Molière potential with the same length raises it by 29 %. The tail shares also depend on the potential: 0.38 % at 1 keV and 5.7 % at 100 eV for Kr-C, 0.58 % and 7.3 % for Molière. The Lindhard–Scharff estimate of electronic loss, absent from the collision model, is 7.5 eV per path, or 8.9 % of the nuclear loss. Real target atoms are also bound. With a rough displacement threshold of 15 eV, the free-atom assumption is doubtful in more than half of the collisions, but these carry 3.0 % of the mean loss. Implanted argon, oxide and surface roughness change the composition and density near a real surface, and their effect is not sized here. For the energy loss at 1 keV, effort is therefore better spent on the potential and the electronic loss than on the tail beyond \(p_{\max}\), provided the two lengths are correctly tied.

The numerical output below gives the remaining values.

## Calculated quantities

```
Ar (Z=18, M=39.95 u) on Si (Z=14, M=28.086 u)
ion energy E = 1000 eV
atomic density n = 50.0 nm^-3 (rough)
free path = 0.2714 nm
maximum impact parameter = 0.1531 nm
half free path = 0.1357 nm
ZBL screening length = 0.01240 nm
C = Z1*Z2*e^2/(4 pi eps0) = 362.87 eV nm
centre-of-mass energy = 412.81 eV
gamma = 0.9696, largest transfer = 969.6 eV
R, p (nm), theta (deg), psi (deg), T (eV), T Newton (eV):
  0.01 0.0153 137.20 44.61 840.526 840.526
  0.10 0.0484 64.32 25.90 274.723 274.723
  0.50 0.1083 12.11 5.00 10.791 10.791
truncated stopping, quadrature = 6.1721 eV nm^2
truncated stopping, trajectories = 6.1721 eV nm^2
full stopping = 6.1902 eV nm^2 = 6.190e-14 eV cm^2
mean loss per path, integral = 83.768 eV
mean loss, 200000 samples = 83.72 +- 0.38 eV
mean loss, random atoms = 82.80 +- 0.42 eV
mean loss, cubic lattice = 83.83 +- 0.54 eV
mean atoms per path, random = 0.9969
mean atoms per path, lattice = 1.0023
mean loss per length = 308.6 eV/nm
omitted tail, integral = 0.2468 eV per path
omitted tail, random atoms = 0.2465 eV per path
wrong rule p = p_max*R: mean = 245.28 eV
wrong p_max = half free path: mean = 106.26 eV
loss spread, one collision = 171.12 eV
loss spread, random atoms = 190.52 eV
loss spread, cubic lattice = 171.95 eV
E (eV), reduced energy, mean loss (eV), tail (%), full/fit:
  100 0.00141 28.58 4.860 1.001
  1000 0.01410 83.77 0.294 1.000
  10000 0.14105 150.27 0.018 1.001
  100000 1.41048 129.58 0.002 0.996
electronic loss (Lindhard-Scharff) = 7.46 eV per path
electronic/nuclear loss = 8.9 %
Kr-C full stopping = 6.8012 eV nm^2
Kr-C relative to ZBL = +9.9 %
stopping change after mean loss = -3.17 %
rough displacement threshold = 15 eV
paths with T below threshold = 55.2 %
their share of the mean loss = 3.0 %
```
